# Film Force at Which a Silicon Wafer Outgrows Linear Plate Theory

**Question.** The stress in a thin film is found from the bow it gives its wafer, by linear plate theory. One simple condition is that the bow stay below the wafer thickness. What film force does this condition allow on a silicon wafer of 300 mm diameter and 775 µm thickness, how wrong is linear theory at that force, and how do the answers scale with the wafer's dimensions?

**Answer.** The condition fixes a force scale. The error at that scale needs a separate calculation, because linear theory cannot report its own failure.

**The linear estimate**

Let the wafer have thickness \(h\) and radius \(R\), and let the film carry a uniform equibiaxial force per length \(f\), its stress times its thickness. Tension is positive. The wafer is initially flat and free at its edge, gravity is left out for now, and the film is so thin that its own stiffness does not matter. The equations contain no \(\hbar\), electron mass or charge, so they read the same in atomic units as in SI.

Measure \(z\) from the wafer's midplane towards the film, and count curvature \(\kappa\) positive when the film side is concave. The in-plane strain is then \(e_0-\kappa z\) in every direction, and the stress is \(M(e_0-\kappa z)\), with \(M\) the biaxial modulus. No net force and no net moment act on a section:
\[
Mhe_0+f=0,\qquad -\frac{M\kappa h^3}{12}+\frac{fh}{2}=0 .
\]
The second equation gives Stoney's relation,
\[
\kappa=\frac{6f}{Mh^2}.
\]
The substrate stress under the film is \(M(e_0-\kappa h/2)=-f/h-3f/h=-4f/h\).

The bow \(B\) is the height of the edge above the centre. For \(w=\kappa r^2/2\) it is \(\kappa R^2/2\). Setting \(B=h\) requires \(\kappa=2h/R^2\), hence
\[
f_h=\frac{Mh^2}{6}\,\frac{2h}{R^2}=\frac{Mh^3}{3R^2}.
\]

For a (001) wafer I take the rough stiffnesses \(C_{11}=166\), \(C_{12}=64\) and \(C_{44}=80\) GPa. Zero normal stress demands \(2C_{12}e+C_{11}e_z=0\), so
\[
M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=180.7\ \text{GPa}.
\]
The curvature at \(B=h\) is \(2(775\times10^{-6})/0.150^2=0.0689\ \text{m}^{-1}\), a radius of 14.5 m, and
\[
f_h=\frac{(180.7\times10^9)(775\times10^{-6})^3}{3(0.150)^2}\approx1246\ \text{N/m},
\]
or 77.8 eV/Å². This is the force of about 1.2 kN/m that the condition allows if the bow is computed by linear theory.

**Why a bowl must stretch**

A bowl has Gaussian curvature, and a flat sheet cannot take it without stretching. Let \(\theta=w'\) be the slope and \(u\) the radial displacement. For small slopes the midplane strains are
\[
e_r=u'+\tfrac12\theta^2,\qquad e_\theta=u/r .
\]
Eliminating \(u\) through \((re_\theta)'=u'\) gives \(e_r-(re_\theta)'=\theta^2/2\).

Let \(N_r,N_\theta\) be the total in-plane forces per length, film included. The film's \(f\) is balanced by the uniform strain \(e_0=-f/(Mh)\). That strain satisfies the last relation with zero on the right, so strains can be counted from it, and \(f\) drops out of the in-plane problem. With Young's modulus \(E\) and Poisson's ratio \(\nu\),
\[
Ehe_r=N_r-\nu N_\theta,\qquad Ehe_\theta=N_\theta-\nu N_r .
\]
In-plane equilibrium is \(N_\theta=(rN_r)'\), with \(N_r(R)=0\) at the free edge. On insertion the terms in \(\nu\) cancel, which leaves \(N_r-(rN_\theta)'=Eh\theta^2/2\), or
\[
r^2N_r''+3rN_r'=-\tfrac12Eh\theta^2 .
\]

Take \(\theta=\kappa r\). A term \(r^2\) on the left yields \(8r^2\), and a constant yields zero. The free edge fixes the constant:
\[
N_r=a(R^2-r^2),\quad N_\theta=a(R^2-3r^2),\quad a=\frac{Eh\kappa^2}{16}.
\]
The middle is in tension and the rim in hoop compression. The stretching energy is
\[
U_s=2\pi\int_0^R\frac{N_r^2+N_\theta^2-2\nu N_rN_\theta}{2Eh}\,r\,dr .
\]
With \(s=r^2\), the integrals over \(s\) of \((R^2-s)^2\), \((R^2-3s)^2\) and their cross product are \(R^6/3\), \(R^6\) and 0. Therefore
\[
U_s=\frac{\pi a^2}{2Eh}\,\frac{4R^6}{3}=\frac{\pi Eh\kappa^4R^6}{384}.
\]

Bending to equal curvatures costs \(\int M\kappa^2z^2dz=Mh^3\kappa^2/12\) per area. The film, at \(z=h/2\), changes its area by the fraction \(-\kappa h\), which contributes \(-fh\kappa\). The total per area is
\[
\frac{Mh^3\kappa^2}{12}+\frac{Eh\kappa^4R^4}{384}-fh\kappa .
\]
Setting its derivative to zero and dividing by \(h\),
\[
f=\frac{Mh^2\kappa}{6}+\frac{E\kappa^3R^4}{96}.
\]
Write \(g=\kappa R^2/(2h)\) and use \(E=(1-\nu)M\):
\[
\frac{f}{f_h}=g\left[1+\frac{1-\nu}{4}g^2\right].
\]
The correction depends on bow over thickness, not on the slope. That is why a wafer with very small slopes can leave the linear regime.

**Which \(E\) and \(\nu\) for silicon**

Silicon is anisotropic in the wafer plane. Describe the in-plane forces by a stress function \(\chi\), with \(N_{xx}=\chi_{yy}\), \(N_{yy}=\chi_{xx}\), \(N_{xy}=-\chi_{xy}\). For Gaussian curvature \(K\) and plane-stress compliances \(S_{ij}\), compatibility reads
\[
S_{11}(\chi_{xxxx}+\chi_{yyyy})+(2S_{12}+S_{66})\chi_{xxyy}=-hK .
\]
The function \(\chi=A(R^2-r^2)^2\) leaves the edge free, and its fourth derivatives are the constants \(24A\), \(24A\) and \(8A\). It therefore solves the cubic problem too, with \(A(48S_{11}+16S_{12}+8S_{66})=-hK\). An isotropic plate has \(64A/E=-hK\), so the equivalent modulus is
\[
\frac1E=\frac{6S_{11}+2S_{12}+S_{66}}{8}.
\]
Integration by parts gives \(U_s=-\tfrac12K\int\chi\,dA\), so the energy also needs this \(E\) alone.

In a direction at angle \(\varphi\) to a cube axis, \(1/E(\varphi)=S_{11}(\cos^4\varphi+\sin^4\varphi)+(2S_{12}+S_{66})\cos^2\varphi\sin^2\varphi\). The two trigonometric factors average to 3/4 and 1/8, so \(E\) is the harmonic mean over directions. Since \(1/E(\varphi)\) varies as a constant plus a term in \(\cos4\varphi\), the two extremes suffice. They are 130.4 GPa along the cube axes and 169.7 GPa along the diagonals:
\[
\frac1E=\frac12\left(\frac1{130.4}+\frac1{169.7}\right)\text{GPa}^{-1},\qquad E=147.5\ \text{GPa}.
\]
I define \(\nu=1-E/M=0.184\). For uniform curvature this choice follows from the derivation. For the non-uniform shape below it is an approximation.

**The bow falls more than the mean curvature**

The tension in the middle flattens the centre, so the curvature does not stay uniform. Let \(D=Eh^3/[12(1-\nu^2)]\), which means \(D(1+\nu)=Mh^3/12\). Apart from a factor \(2\pi\), the bending and film energy is
\[
\int_0^R\left[\frac D2\left(\theta'^2+\frac{\theta^2}{r^2}+\frac{2\nu\theta\theta'}{r}\right)-\frac{fh}{2}\left(\theta'+\frac\theta r\right)\right]r\,dr .
\]
When \(\theta\) varies, the stretching energy changes by \(\int N_r\theta\,\delta\theta\,r\,dr\), because the part from \(\delta u\) vanishes by in-plane equilibrium. Integrating the terms in \(\delta\theta'\) by parts gives the plate equation and the edge condition:
\[
D\left(\theta''+\frac{\theta'}r-\frac{\theta}{r^2}\right)=N_r\theta,\qquad
\theta'(R)+\frac{\nu\theta(R)}R=\frac{fh}{2D}.
\]

Let \(\kappa\) now denote the linear curvature \(6f/(Mh^2)\), and put \(\theta=\kappa r+\theta_1\). The linear part satisfies the edge condition. To first order the right side of the plate equation uses the \(N_r\) already found:
\[
\theta_1''+\frac{\theta_1'}r-\frac{\theta_1}{r^2}=\alpha(R^2r-r^3),\qquad
\alpha=\frac{Eh\kappa^3}{16D}=\frac{3(1-\nu^2)\kappa^3}{4h^2}.
\]
The operator turns \(r^3\) into \(8r\) and \(r^5\) into \(24r^3\), so
\[
\theta_1=\alpha\left(\frac{R^2r^3}{8}-\frac{r^5}{24}\right)+\beta r .
\]
The edge condition for \(\theta_1\) has zero on the right:
\[
\alpha R^4\left[\frac{3+\nu}{8}-\frac{5+\nu}{24}\right]+\beta(1+\nu)=0,
\quad
\beta=-\frac{\alpha R^4(2+\nu)}{12(1+\nu)} .
\]
The bow changes by
\[
\int_0^R\theta_1dr=\alpha R^6\left(\frac1{32}-\frac1{144}\right)+\frac{\beta R^2}{2}
=-\frac{\alpha R^6(17+5\nu)}{288(1+\nu)} .
\]
Divide by the linear bow \(\kappa R^2/2\). With \(\phi=f/f_h\) we have \(\kappa R^2=2h\phi\), so \(\alpha R^4/\kappa=3(1-\nu^2)\phi^2\). Hence \(b=B/h\) obeys
\[
b=\phi(1-c\phi^2),\qquad c=\frac{(1-\nu)(17+5\nu)}{48}=0.305 .
\]
Inverted to the same order,
\[
\frac f{f_h}=b\,(1+cb^2).
\]

The same solution gives the curvatures. The mean curvature over the wafer is \(\theta(R)/R\), and it falls by the fraction \((1-\nu)\phi^2/4=0.204\,\phi^2\), in agreement with the uniform-curvature energy. The centre curvature falls by \(-\beta/\kappa=(1-\nu)(2+\nu)\phi^2/4=0.446\,\phi^2\). An instrument that scans the middle of the wafer therefore meets the nonlinearity earlier than one that reads the edge slope.

**The error at 1.2 kN/m**

At \(f=f_h\) the relation \(b(1+0.305b^2)=1\) gives \(b=0.827\). This stretches a first-order result, so I also solved the full Föppl–von Kármán problem with the cubic stiffness of silicon. The deflection was a polynomial in \(x\) and \(y\) with terms of even degree up to 8, the in-plane displacements were polynomials with terms of odd degree up to 15, and equilibrium was found by Newton iteration. The result, averaged over the edge, is \(b=0.828\). An isotropic plate with the \(E\) and \(\nu\) above gives the same to three digits, so anisotropy hardly matters for this average beyond its effect on \(M\) and \(E\). Along a single diameter the bow differs from the average by up to about 0.5 %, being largest along the cube axes.

Linear theory thus predicts a bow of 775 µm where this model gives about 642 µm, an overestimate of 21 % relative to the nonlinear bow. In the numerical solution the mean curvature is 0.88 and the centre curvature 0.75 of the linear value. The force of 1.2 kN/m marks where linear theory fails visibly; it is not a limit up to which the theory is accurate. If the condition is applied to the measured bow instead, \(b=1\) in the first-order relation gives \(f\approx1.3f_h\), about 1.6 kN/m, which linear theory would read as 1.2 kN/m.

A usable limit needs an accepted error. Define \(\delta=B_{\rm linear}/B-1\). Since \(B_{\rm linear}/h=\phi\), we have \(\delta=\phi/b-1=cb^2\), and
\[
f_\delta=f_h\sqrt{\delta/c}\,(1+\delta).
\]
For 1 % this is \(1246\times0.181\times1.01=228\) N/m, or 14.2 eV/Å². For 5 % it is 530 N/m, and for 10 % about 785 N/m. The numerical solution agrees within 0.2 %.

**Scaling**

At fixed elastic constants and fixed \(\delta\), every one of these forces scales as \(h^3/R^2\). At fixed force the small error grows as
\[
\delta\approx c\left(\frac f{f_h}\right)^2=\frac{9c f^2R^4}{M^2h^6}.
\]
Halving the thickness at fixed diameter lowers \(f_h\) eightfold, to about 156 N/m, and raises the error 64-fold as long as the raised error is itself small. An error of 1 % grows to about 35 %, not to 64 %. Doubling the diameter at fixed thickness lowers \(f_h\) fourfold.

**Where the bowl itself gives way**

At larger force the wafer can avoid stretching by bending more about one axis than the other. Let the principal curvatures be \(\kappa+s\) and \(\kappa-s\), both uniform. The film term depends on their sum and does not change. The bending energy per area gains \(D(1-\nu)s^2\). The stretching energy depends on \(K^2=(\kappa^2-s^2)^2\), which loses \(2\kappa^2s^2\) to lowest order. The coefficient of \(s^2\) is therefore
\[
D(1-\nu)-\frac{EhR^4\kappa^2}{192}.
\]
It vanishes at \(\kappa^2=16h^2/[(1+\nu)R^4]\), or \(g=2/\sqrt{1+\nu}\). The force follows from the uniform-curvature relation:
\[
\frac f{f_h}=g\left[1+\frac{1-\nu}{1+\nu}\right]=\frac{4}{(1+\nu)^{3/2}}=3.11 .
\]
Beyond this force the round bowl is unstable in this isotropic model. The stretching term is then still smaller than the linear one, by the factor \((1-\nu)/(1+\nu)=0.69\), so in this uniform-curvature model the bowl becomes unstable before the cubic term dominates.

For cubic silicon with a free shape, I searched numerically for the force at which the energy of the round solution ceases to be a minimum against the other shapes in the polynomial set, which are all even under \((x,y)\to(-x,-y)\). This happens at \(2.69f_h\), about 3350 N/m. The lower value is due to anisotropy. Unequal bending along the cube axes meets the stiffness \(C_{11}-C_{12}=102\) GPa, where the isotropic model has \(M(1-\nu)/(1+\nu)=125\) GPa. With uniform curvature this lowers \(g^2\) at the instability by the factor \(102/125\), and the force to \(2.60f_h\). Letting the curvature vary raises it slightly, to \(2.69f_h\). In both models the bowl is stable at \(f_h\), so the 21 % error comes from stretching and not from buckling.

**A thick aluminium film**

Aluminium metallization a few micrometres thick is used on power devices. Take 4 µm at 150 MPa, a rough typical stress, on the full-thickness wafer. The force is \(f=600\) N/m and \(\phi=600/1246=0.482\). The linear bow is \((600/1246)\times775=373\) µm. The relation \(b(1+0.305b^2)=0.482\) gives \(b=0.453\), a bow of 351 µm, and the numerical solution gives the same. Linear theory overestimates the bow by 6 %. Read backwards, it would report \(150\times351/373=141\) MPa.

The neglected effects can be sized for the same film.

*Film stiffness and thickness.* The substrate strain under the film, \(-4f/(Mh)\), relaxes the film force by the factor \(1-4\eta M_f/M\), where \(\eta=h_f/h\) and \(h_f\) is the film thickness. The lever arm grows by the factor \(1+\eta\). With a rough \(M_f=108\) GPa, the curvature changes by \(\eta(1-4M_f/M)\approx-0.7\,\%\) if 150 MPa is the stress the film would have on a rigid, flat wafer. If it is the actual stress in the bowed state, only the lever arm counts and the change is \(+\eta\approx+0.5\,\%\).

*Gravity.* Let the wafer rest on a ring at its edge, with weight \(p=17.7\) N/m² per area. The potential energy relative to the edge is \(-\int(pr^2/2)\theta\,dr\) in the units used above, which adds \(-pr/2\) to the right side of the plate equation. Without film and stretching, \(\theta=-pr^3/(16D)+\beta_gr\), and the edge condition gives \(\beta_g=pR^2(3+\nu)/[16D(1+\nu)]\). The sag is
\[
\frac{\beta_gR^2}{2}-\frac{pR^4}{64D}=\frac{(5+\nu)pR^4}{64(1+\nu)D}=\frac{3(5+\nu)pR^4}{16Mh^3}\approx104\ \mu\text{m}.
\]
The numerical value with cubic stiffness and stretching is 103 µm. With the film side up, film and gravity together give 435 µm. Subtracting the bare-wafer sag leaves 332 µm, not 351 µm, because the two bows do not add in the nonlinear regime.

*Temperature.* With rough expansion coefficients of 23 and \(2.6\times10^{-6}\) K⁻¹ for aluminium and silicon, an elastic film heated by 10 K loses \(M_f\,\Delta\alpha\,\Delta T\,h_f=88\) N/m of tension, 15 % of its force. This is a real change of the film force, not an error of plate theory.

*Plastic flow.* A rough flow stress of 200 MPa caps the force of this film at 800 N/m. Reaching \(f_h\) would take 311 MPa. Under these assumptions the film cannot bring the full-thickness wafer to 1.2 kN/m.

*Slope and substrate stress.* At \(f_h\) the linear edge slope is 0.0103, whose square is about \(10^{-4}\), and the substrate stress under the film is −6.4 MPa in linear theory. Stretching changes this stress by up to about 2 MPa. Small slopes and linear elasticity of silicon remain good assumptions there.

The assumption of full thickness deserves particular care, since wafers for power devices can be thinned. At half the thickness and the same diameter, the 600 N/m film would have \(\phi=8\times0.482=3.9\), beyond the instability at 2.69, which was found without gravity. With gravity left out, the round-bowl formulas would then no longer apply, although the same film on the full wafer causes an error of only 6 %. For a real wafer this thin, gravity has to be included. The linear sag on the edge ring grows as \(1/h^2\), to about 414 µm. This exceeds the thickness of 388 µm, so gravity alone is already nonlinear, and stretching lowers the sag to about 334 µm. With the film side up, the weight also opposes unequal bending, because an unequally bent wafer has a non-planar edge, touches the ring at only two points and has its centre of mass higher. The wafer may therefore stay round on the ring.
